Dilution of a Sulfuric Acid Bath by Repeated Peroxide Additions

**Question**

I am trying to work out how fast a sulfuric-peroxide wafer-cleaning bath gets diluted. The tank overflows at 40 L. It starts full of 96 percent sulfuric acid at 130 °C, and every 10 minutes it receives 0.25 L of 30 percent hydrogen peroxide. I may assume that all the peroxide decomposes to water, that the liquid is well mixed, and that the excess runs over the edge. Percentages are by mass.

How does the acid strength depend on the number of additions, and when does it fall below 80 percent?

I am stuck on three points. Do I count each addition as 0.25 L of water, although oxygen escapes? Does the overflow weaken the acid, given that what leaves has the same composition as what stays? And does it matter whether the bath overflows before or after the peroxide decomposes?

**Answer**

Follow the supplied acid and the added water separately. I take their volumes as additive at first and use rough room-temperature densities: ρ_a = 1.84 kg/L for the supplied acid, ρ_p = 1.11 kg/L for the peroxide solution and ρ_w = 1.00 kg/L for water. Contraction on mixing and the heat of the bath come in later.

**What one addition leaves behind**

The reaction is

2 H₂O₂ → 2 H₂O + O₂.

Each mole of peroxide becomes one mole of water and loses one mole of oxygen atoms, as half a mole of O₂. Let w_p = 0.30 be the peroxide mass fraction of the solution. One kilogram of solution loses the mass w_p M_O/M_H2O2, so the fraction of its mass that remains as water is

1 − w_p M_O/M_H2O2 = 1 − 0.30 × 15.999/34.014 = 0.8589.

This includes the water that was in the solution from the start. An addition of volume v = 0.25 L leaves the water mass

m_w = ρ_p v (1 − w_p M_O/M_H2O2) = 1.11 × 0.25 × 0.8589 kg = 0.2383 kg.

Its volume is m_w/ρ_w. Write this as βv, where

β = (ρ_p/ρ_w)(1 − w_p M_O/M_H2O2) = 1.11 × 0.8589 = 0.9534.

So you should count about 95 percent of the added volume as water, not all of it. The addition also releases 1.224 mol of O₂. As an ideal gas at 25 °C and 1 atm that is 29.9 L, which the exhaust has to carry away.

**One overflow, then many**

Let V be the tank volume and r = v/V = 0.00625. Let φ_n be the share of the original acid still in the tank after n additions, with φ_0 = 1. Suppose first that decomposition and mixing are complete before the overflow.

The volume then rises from V to V + βv before the excess leaves. Because the liquid is well mixed, the fraction V/(V + βv) of every component stays. Hence

φ_(n+1) = φ_n V/(V + βv) = φ_n/(1 + βr).

The same factor applies each time, so

φ_n = (1 + βr)^(−n).

Here βr = 0.005959, and each addition keeps 0.994077 of the acid then present. If the full bath starts already diluted, read φ_n as the volume fraction of supplied acid in the bath. Then φ_0 is below 1 and multiplies the right-hand side.

**From acid share to mass percent**

Since the tank is full of supplied acid at the start, φ_n is also the volume fraction of supplied acid after n additions. The rest, 1 − φ_n, is added water. With w_a = 0.96, one litre of bath contains

H₂SO₄ mass: ρ_a w_a φ_n,

total mass: ρ_a φ_n + ρ_w(1 − φ_n).

The H₂SO₄ mass fraction is their ratio:

w_n = ρ_a w_a φ_n / [ρ_a φ_n + ρ_w(1 − φ_n)].

For the given bath this yields:

- n = 0: φ = 1.0000, 96.00 percent
- n = 1: φ = 0.9941, 95.69 percent
- n = 10: φ = 0.9423, 92.91 percent
- n = 30: φ = 0.8368, 86.80 percent
- n = 52: φ = 0.7342, 80.22 percent
- n = 53: φ = 0.7299, 79.92 percent

The mass percentage falls by a smaller factor than φ does, because the water that replaces the acid is lighter.

**When the floor is crossed**

Call the floor w_f = 0.80 and the acid share there φ_f. Clear the denominator in the formula for w:

w_f ρ_a φ_f + w_f ρ_w − w_f ρ_w φ_f = ρ_a w_a φ_f.

Collect the terms in φ_f on the right:

w_f ρ_w = φ_f [ρ_a(w_a − w_f) + w_f ρ_w].

Therefore

φ_f = w_f ρ_w / [ρ_a(w_a − w_f) + w_f ρ_w]
= 0.80 × 1.00 / [1.84 × 0.16 + 0.80 × 1.00]
= 0.7310.

Now set (1 + βr)^(−n_f) = φ_f and take logarithms:

n_f = ln(1/φ_f)/ln(1 + βr) = ln(1/0.7310)/ln(1.005959) = 52.74.

Additions come in whole numbers, so the 53rd is the first to leave the bath below 80 percent. If the first addition comes 10 minutes after the start, this happens at 53 × 10 min = 530 min, or **8.83 h**. With additive volumes and room-temperature densities, the H₂SO₄ concentration has then fallen from 1766 to 1289 g/L. Treat these as model values. With the contraction estimated below, cold 80 percent acid holds about 1380 g/L, and with the expansion estimated below, a tank filled hot starts near 1670 g/L.

By that time 13.25 L of peroxide solution has gone in and nβv = 12.63 L has overflowed. The tank began with 40 × 1.84 × 0.96 = 70.66 kg of H₂SO₄. The overflow has carried away the share 1 − 0.7299 of it, which is 19.09 kg. These totals depend strongly on the additive volumes: with the contraction estimated below, the overflow up to the crossing is only about 10 L and the H₂SO₄ lost about 15 kg.

**Does the overflow weaken the acid?**

Not at the moment when it happens: the liquid that leaves has the same composition as the liquid that stays. But it removes acid from the tank, so the next addition dilutes a smaller stock.

To see the size of this, imagine a taller tank that never overflows. After n additions its volume is V + nβv, and the volume fraction of supplied acid is

φ_grow = 1/(1 + nβr).

At n = 53 this is 0.7600, compared with 0.7299 in your tank. Setting φ_grow = φ_f gives n = (1/φ_f − 1)/(βr) = 61.76, so the taller tank would last until the 62nd addition.

The opposite limit is slow, continuous dosing, with each drop decomposed and mixed at once. A small dose dv of solution leaves the water volume β dv, which pushes out an equal volume of bath. Thus

dφ/φ = −β dv/V.

Integrating over a total dose nv gives

φ_slow = exp(−nβr),

which is 0.7292 at n = 53. Your result lies between the two limits. For x = βr > 0 and n ≥ 2, e^x > 1 + x and (1 + x)^n > 1 + nx, so

exp(−nβr) < (1 + βr)^(−n) < 1/(1 + nβr).

With additions this small, the stepwise result is very close to that of continuous dosing.

**What if the bath overflows first?**

Then the first addition does push out its full volume v. But the peroxide solution that stays in the tank shrinks as it decomposes. The level drops below the edge, and the next addition must fill that gap before anything runs over.

Let X be the volume just after an addition, before overflow. The fraction V/X of the new solution stays, and its later shrinkage is (1 − β)vV/X. The volume after the next addition is therefore

X_next = V + v − (1 − β)vV/X.

Since V/X differs from 1 by a term of order r, this gives X_next = V + βv, apart from a correction of order r² relative to V. From the second addition on, the retention factor is thus nearly the same as before.

Following the masses step by step through 53 additions, I find 0.99962 times the acid given by the formula. Setting β = 1 throughout would give 0.98476 times that amount. The order of events therefore matters little here, but the lost oxygen should still be counted.

**When volumes do not add**

The mass balance does not need additive volumes. Let ρ(w) be the true density of the bath at its working temperature. If the tank is full before an addition, it holds the mass ρ(w_n)V, of which w_n ρ(w_n)V is H₂SO₄. Adding the water mass m_w gives

w_(n+1) = w_n ρ(w_n)V / [ρ(w_n)V + m_w] = w_n / [1 + m_w/(ρ(w_n)V)].

The overflow that follows leaves this fraction unchanged. A denser bath holds more mass in the same tank and is diluted more slowly. Contraction on mixing therefore delays the crossing, while thermal expansion brings it forward.

**How far to trust the 53**

The 53 holds for the bath you describe, filled at the start with supplied acid alone. The 80 percent floor is a chosen limit, not a measured point at which cleaning fails. If the bath is made up with peroxide already in it, φ_0 is below 1 once that peroxide has decomposed, and the floor comes much sooner. For example, 32 L of supplied acid with 8 L of peroxide solution gives φ_0 ≈ 0.81 and a crossing at about addition 17. The formula also leaves out several effects. I sized them by repeating the mass balance addition by addition, changing one thing at a time with dose and tank volume fixed:

- **Contraction.** I reduced the volume by k m_s m_e/(m_s + m_e), where m_s and m_e are the masses of supplied acid and added water, with a rough k = 0.30 L/kg. The crossing moves to addition 55.
- **Thermal expansion.** A rough coefficient of 5.5 × 10⁻⁴ per K, over the 105 K between 25 and 130 °C, increases liquid volumes by a factor 1.0577. A tank filled to 40 L when hot then holds less acid, and the crossing moves to addition 50.
- **Evaporation.** The surface loses water at the molar rate hAp/(RT). Rough values are h = 5 mm/s for the mass-transfer coefficient, A = 0.12 m² for the area and p = 50 Torr for the water pressure over acid near 80 percent. This gives 12.9 g per interval. Oxygen saturated with water at that pressure carries off another 1.6 g. Held constant throughout, these losses move the crossing to addition 57. That is an upper estimate for these coefficients, because the stronger acid earlier in the run has a much lower water pressure.
- **Drag-out.** Fifty wafers of 200 mm diameter, each with a rough 50 μm film on both faces, remove 0.157 L per batch. With one batch per interval, the crossing stays at addition 53. The film has the bath's composition, and with additive volumes the 0.238 L of water from each addition more than refills the lost volume. With contraction the early additions raise the volume by only about 0.17 L, so they barely refill it.

Contraction and expansion, which both act in a hot bath, together put the crossing at addition 52. With all four together, evaporation again held at this high rate, the crossing comes at addition 55. Taken singly, the effects put the crossing between additions 50 and 57; in other combinations it can come as late as 59. These rough coefficients therefore support "between fifty and sixty additions, roughly eight to ten hours", not a bath life exact to one addition. The 0.08 percentage points by which addition 53 passes the floor are smaller than several of these corrections.

Incomplete decomposition can also tie up acid, through H₂SO₄ + H₂O₂ ⇌ H₂SO₅ + H₂O. Take a rough peroxide half-life of 5 min. A quarter of each dose then survives one interval, and the leftovers from all earlier doses add up to 1/4 + 1/16 + … = 1/3 of a dose. One dose contains 2.448 mol of H₂O₂, so 0.816 mol is left just before the next addition. If every mole bound one mole of H₂SO₄, this would tie up 0.12 percentage points of the bath mass. Just after an addition, 4/3 of a dose is present instead of 1/3, so the same count gives four times as much, about 0.5 percentage points. Both figures are upper estimates for their moment in the cycle at this half-life, since they ignore peroxide lost in the overflow.

Finally, do not push the formula to very large n at 130 °C. It lets the bath approach pure water, which cannot remain liquid at that temperature under 1 atm.

Numbers in the example were calculated in double precision.
